# Kramers recursion leaves one factor free in the lower hydrogenic moments

**The Kramers recursion fixes only one of the two chains of hydrogenic radial moments**

The Kramers recursion links three consecutive radial moments $M_k=\langle r^k\rangle$ of a hydrogenic bound state, yet it does not generate all integer moments from the normalization $M_0=1$. It separates into an upper chain $M_{-1},M_0,M_1,\dots$, which normalization fixes completely, and a finite lower chain $M_{-2},\dots,M_{-2l-2}$, which it fixes only up to one common factor. That factor has to come from outside these linear equations, for instance from
$$M_{-2}=\frac{Z^2}{n^3\,(l+\tfrac12)} .$$
Any other member of the lower chain, or the coefficient $c$ of the leading power $r^{l+1}$ of $u=rR_{nl}$ at the nucleus, serves equally well.

The setting is the Schrödinger equation in atomic units for one electron and a fixed point nucleus of charge $Z$. The real function $u=rR_{nl}$ obeys
$$u''=Qu,\qquad Q=\frac{l(l+1)}{r^2}-\frac{2Z}{r}+\kappa^2,\qquad E=-\frac{\kappa^2}{2},\qquad \kappa=\frac Zn,$$
with $\int_0^\infty u^2dr=1$, exponential decay at infinity, and $u\simeq c\,r^{l+1}$ at the origin. The value $\kappa=Z/n$ is derived below. The integrand of $M_k=\int_0^\infty u^2r^k\,dr$ behaves as $c^2r^{2l+2+k}$ near $r=0$, so $M_k$ exists only for $k>-2l-3$; at $k=-2l-3$ a cutoff $\epsilon$ gives the growth $c^2\ln(1/\epsilon)$. The recursion, also proved below, holds for real $s>-2l-1$:
$$K_s\equiv(s+1)\kappa^2M_s-(2s+1)Z\,M_{s-1}+\frac s4\left[(2l+1)^2-s^2\right]M_{s-2}=0.\tag{1}$$

## Counter-example: the 4d state of hydrogen-like antimony

Take Sb$^{50+}$, $Z=51$, $n=4$, $l=2$. Write $M_k=m_kZ^{-k}$, so that $m_k$ is the moment in the length unit $a_0/Z=0.010376$ Å. Every term of (1) then carries $Z^{2-s}$, which cancels:
$$\frac{s+1}{16}\,m_s-(2s+1)\,m_{s-1}+\frac s4\,(25-s^2)\,m_{s-2}=0,\qquad s=-4,-3,\dots$$

Going upward from $m_0=1$:

- $s=0$: $\frac1{16}-m_{-1}+0\cdot m_{-2}=0$, so $m_{-1}=\frac1{16}$.
- $s=1$: $\frac18m_1-3+6\cdot\frac1{16}=0$, so $m_1=8\left(3-\frac38\right)=21$.
- $s=2$: $\frac3{16}m_2-5\cdot21+\frac{21}2=0$, so $m_2=\frac{16}3\cdot\frac{189}2=504$.

The relation $s=0$ was the one that could have delivered $m_{-2}$ from $m_0$ and $m_{-1}$, and there its coefficient is zero. Going downward, with $m_{-2}=x$ unknown:

- $s=-1$: $0\cdot m_{-1}+x-6m_{-3}=0$, so $m_{-3}=\frac x6$.
- $s=-2$: $-\frac x{16}+3\cdot\frac x6-\frac{21}2m_{-4}=0$, so $m_{-4}=\frac2{21}\cdot\frac7{16}x=\frac x{24}$.
- $s=-3$: $-\frac18\cdot\frac x6+5\cdot\frac x{24}-12m_{-5}=0$, so $m_{-5}=\frac1{12}\cdot\frac9{48}x=\frac x{64}$.
- $s=-4$: $-\frac3{16}\cdot\frac x{24}+7\cdot\frac x{64}-9m_{-6}=0$, so $m_{-6}=\frac19\cdot\frac{13}{128}x=\frac{13x}{1152}$.

No lower value of $s$ is admissible, the remaining equations with $s\ge3$ contain only upper moments, and $x$ is still free. The guess $x=m_{-1}^2=\frac1{256}$ satisfies every relation exactly.

The true value requires the wave function. In the unit $a_0/Z$ it is $u=c\,r^3\left(1-\frac r{12}\right)e^{-r/4}$, from the series (4) below, so $u^2=c^2r^6\left(1-\frac r6+\frac{r^2}{144}\right)e^{-r/2}$. With $\int_0^\infty r^pe^{-r/2}dr=p!\,2^{p+1}$,
$$\frac1{c^2}=6!\,2^7\left(1-\frac{7\cdot2}{6}+\frac{7\cdot8\cdot4}{144}\right)=6!\,2^7\cdot\frac29=20480,$$
$$x=c^2\,4!\,2^5\left(1-\frac{5\cdot2}6+\frac{5\cdot6\cdot4}{144}\right)=c^2\,4!\,2^5\cdot\frac16=128\,c^2=\frac1{160}.$$
The lower chain is then $\frac1{160},\frac1{960},\frac1{3840},\frac1{10240},\frac{13}{184320}$. Converted, $\langle r^{-2}\rangle=\frac1{160}(0.010376\text{ Å})^{-2}=58.05$ Å$^{-2}$ and $\langle r^{-3}\rangle=\frac1{960}(0.010376\text{ Å})^{-3}=932.5$ Å$^{-3}$. The guess gives $36.28$ Å$^{-2}$ and $582.8$ Å$^{-3}$; each of its lower moments is $160/256=0.625$ of the true one. Two different sets of numbers satisfy all Kramers relations with the same upper chain, so the recursion cannot determine the lower one.

An inequality does exclude this particular guess: the variance $m_{-2}-m_{-1}^2$ of $1/r$ is strictly positive for a spread-out density. That is a lower bound on $x$. Positivity of the density also gives an upper one: $m_{-2}^2\le m_{-1}m_{-3}$ reads $x^2\le\frac1{16}\cdot\frac x6$, so $x\le\frac1{96}$. Requiring the Hankel matrices $(m_{i+j-2})$ and $(m_{i+j-3})$, $i,j\ge0$, to be positive tightens both bounds: order 9 gives $0.006230\le x\le0.006255$, and order 57 gives $0.006249994\le x\le0.006250001$, closing in on $\frac1{160}=0.00625$. An exponentially decaying density is determined by its nonnegative integer moments, so the whole upper chain together with positivity does fix $x$, but only as a limit. The freedom belongs to the linear equations (1), which do not know that the $M_k$ are moments of a positive density.

The four digits describe the Schrödinger model. From $M_{-1}=Z/n^2$ the mean kinetic energy is $E+ZM_{-1}=\kappa^2/2$, so $\langle v^2\rangle/c_{\rm light}^2=(Z\alpha/n)^2=0.00866$. For the real ion this suggests a relativistic change in the energy of the order of one percent of its value, an order of magnitude only, since the two fine-structure levels of 4d shift by different amounts. The negative moments weight small radii, where the electron is faster than this average, so the estimate does not cover the lower chain, $M_{-2}$ included. The point-nucleus Dirac states 4d$_{3/2}$ and 4d$_{5/2}$ are more strongly bound by $1.1\%$ and $0.5\%$, while $\langle r^{-2}\rangle$ is larger by $6.5\%$ and $2.5\%$ and $\langle r^{-3}\rangle$ by $14.5\%$ and $4.2\%$. For 4d$_{3/2}$ the radial density starts as $r^{2\gamma}$ with $\gamma=\sqrt{4-(Z\alpha)^2}=1.965$, so moments exist only for $k>-2\gamma-1=-4.93$, and $\langle r^{-5}\rangle$ and $\langle r^{-6}\rangle$ diverge.

## The general statement

Consider the relations (1) for the integers $s=-2l,\dots,S$, with any $S\ge0$, as linear equations for the unknowns $M_{-2l-2},\dots,M_S$.

(a) No equation contains both an $M_k$ with $k\ge-1$ and one with $k\le-2$.

(b) $M_0=1$ determines all $M_k$ with $k\ge-1$.

(c) The general solution for $k\le-2$ is $M_k=\gamma_kM_{-2}$ with fixed $\gamma_k>0$ and arbitrary $M_{-2}$. For $l=0$ the lower chain is $M_{-2}$ alone, and it enters no equation.

(d) The physical value is $M_{-2}=Z^2/[n^3(l+\frac12)]$.

## Proof of the recursion

For a smooth $f(r)$ define $W=fu'^2-f'uu'+\left(\frac12f''-fQ\right)u^2$. Differentiating each term and replacing $u''$ by $Qu$ gives
$$(fu'^2)'=f'u'^2+2fQ\,uu',$$
$$(-f'uu')'=-f''uu'-f'u'^2-f'Q\,u^2,$$
$$\left[\left(\tfrac12f''-fQ\right)u^2\right]'=\left(\tfrac12f'''-f'Q-fQ'\right)u^2+(f''-2fQ)\,uu'.$$
The terms in $u'^2$ and in $uu'$ cancel in the sum:
$$W'=\left(\tfrac12f'''-2f'Q-fQ'\right)u^2.$$
Choose $f=r^{s+1}$ and write $L=l(l+1)$, so that $Q'=-2L/r^3+2Z/r^2$. The three pieces are
$$\tfrac12f'''=\tfrac12s(s^2-1)r^{s-2},\qquad -fQ'=2Lr^{s-2}-2Zr^{s-1},$$
$$-2f'Q=-2(s+1)\left[Lr^{s-2}-2Zr^{s-1}+\kappa^2r^s\right].$$
The coefficient of $r^s$ is $-2(s+1)\kappa^2$. That of $r^{s-1}$ is $4(s+1)Z-2Z=2(2s+1)Z$. That of $r^{s-2}$ is $\frac12s(s^2-1)-2sL=-\frac s2\left[4L+1-s^2\right]$, and $4L+1=(2l+1)^2$. Therefore
$$W'=-2u^2\left\{(s+1)\kappa^2r^s-(2s+1)Zr^{s-1}+\frac s4\left[(2l+1)^2-s^2\right]r^{s-2}\right\}.\tag2$$
Integration over $(0,\infty)$, with $W(\infty)=0$ by exponential decay, gives $-W(0)=-2K_s$, that is $K_s=W(0)/2$. Near the origin, $u\simeq cr^{l+1}$, $u'\simeq c(l+1)r^l$ and $Q\simeq L/r^2$ give
$$W\simeq c^2r^{s+2l+1}\left[(l+1)^2-(s+1)(l+1)+\tfrac12s(s+1)-l(l+1)\right],$$
with corrections one power of $r$ higher. The three terms containing $l+1$ combine to $(l+1)(l+1-s-1-l)=-s(l+1)$, so
$$W\simeq\tfrac12\,s\,(s-2l-1)\,c^2\,r^{s+2l+1}.\tag3$$
For $s>-2l-1$ this vanishes at the origin, and $s-2>-2l-3$ makes all three moments finite. This proves (1).

## Proof of the splitting

Equation $s$ involves the indices $s,s-1,s-2$. For $s\ge1$ all are at least $-1$, and for $s\le-2$ all are at most $-2$. Only $s=0$ and $s=-1$ straddle the cut. At $s=0$ the factor $s$ multiplies the finite $M_{-2}$ and removes it, leaving $\kappa^2M_0=ZM_{-1}$, or $M_{-1}=Z/n^2$. At $s=-1$, admissible for $l\ge1$, the factor $s+1$ removes $M_{-1}$, and $\frac14[(2l+1)^2-1]=L$ leaves
$$Z\,M_{-2}=l(l+1)\,M_{-3}.$$
This proves (a). The last equation says that the mean Coulomb force equals the mean centrifugal force; for the antimony state both are $4.263\times10^4$ eV/Å. A balance fixes the ratio of two forces and not their size.

For (b), each equation with $s\ge1$ is solved for $M_s$ by dividing by $(s+1)\kappa^2\neq0$. The third coefficient vanishes at $s=2l+1$, which only shortens that equation. At $s=1$, $2\kappa^2M_1=3Z-LZ/n^2$, so $M_1=(3n^2-L)/(2Z)$. At $s=2$ the third coefficient is $\frac12(4L-3)$, so
$$3\kappa^2M_2=\frac52(3n^2-L)-\frac12(4L-3)=\frac32\left(5n^2+1-3L\right),$$
and $M_2=n^2(5n^2+1-3L)/(2Z^2)$.

For (c), the coefficient $\frac s4[(2l+1)^2-s^2]$ is nonzero for $-2l\le s\le-1$. Each of these $2l$ equations is solved for $M_{s-2}$ as a homogeneous linear expression in higher members of the lower chain. Starting from $s=-1$, induction gives $M_k=\gamma_kM_{-2}$, and no equation is left over to restrict $M_{-2}$. The true moments are positive and solve the equations, so $\gamma_k>0$, and any one member fixes the rest.

A three-term recursion has two free constants, so the need for a second number is no peculiarity. On the half-integer chain neither outer coefficient vanishes, since $s\ne-1,\,0,\,\pm(2l+1)$, and the adjacent seeds $M_{1/2},M_{-1/2}$ fix everything in both directions. On the integer chain the adjacent pair $M_0,M_{-1}$ is tied by $s=0$ and counts as one constant; the second constant lives entirely below the cut.

## The outside input

Replace $l$ in the radial equation by a real $\lambda>-\frac12$ and set $u=e^{-\kappa r}\sum_ja_jr^{\lambda+1+j}$. Since $(r^pe^{-\kappa r})''=[p(p-1)r^{p-2}-2\kappa p\,r^{p-1}+\kappa^2r^p]e^{-\kappa r}$, the $\kappa^2$ terms cancel against $Q$, and the coefficient of $r^{\lambda+j}$ is
$$a_{j+1}\left[(\lambda+j+2)(\lambda+j+1)-\lambda(\lambda+1)\right]+a_j\left[2Z-2\kappa(\lambda+1+j)\right]=0.$$
The first bracket equals $2\lambda(j+1)+(j+1)(j+2)$, so
$$a_{j+1}=\frac{2\kappa(\lambda+1+j)-2Z}{(j+1)(2\lambda+j+2)}\,a_j.\tag4$$
If the series does not end, $a_{j+1}/a_j\simeq2\kappa/j$ at large $j$, so the sum grows like $e^{2\kappa r}$ up to a power of $r$, and $u$ grows like $e^{\kappa r}$ and is not normalizable. The series ends at $j=n_r$ when $\kappa=Z/(n_r+\lambda+1)$, giving a normalizable solution with
$$E(\lambda)=-\frac{Z^2}{2(n_r+\lambda+1)^2}.$$
At $\lambda=l$ this is the state with $n=n_r+l+1$ and $\kappa=Z/n$. For 4d in the unit $a_0/Z$, the ratio of the first two coefficients is $(\frac64-2)/6=-\frac1{12}$, as used above.

Let $u$ and $v$ be the normalized solutions for $\lambda$ and $\mu$ at the same $n_r$. Because $\kappa^2=-2E$,
$$(uv'-vu')'=uv''-vu''=\left\{\frac{\mu(\mu+1)-\lambda(\lambda+1)}{r^2}-2\left[E(\mu)-E(\lambda)\right]\right\}uv .$$
The Wronskian vanishes at infinity and goes as $r^{\lambda+\mu+1}$ at the origin, which tends to zero because both indices exceed $-\frac12$. Integrating, and factoring $\mu(\mu+1)-\lambda(\lambda+1)=(\mu-\lambda)(\mu+\lambda+1)$,
$$\frac{E(\mu)-E(\lambda)}{\mu-\lambda}\int_0^\infty uv\,dr=\frac{\mu+\lambda+1}2\int_0^\infty\frac{uv}{r^2}\,dr .$$
By (4) both integrals are finite sums of Gamma functions, continuous in $\mu$. The limit $\mu\to\lambda$ is the Hellmann–Feynman relation
$$\frac{dE}{d\lambda}=\left(\lambda+\tfrac12\right)M_{-2}.$$
Differentiating $E(\lambda)$ gives $Z^2/(n_r+\lambda+1)^3$, which is $Z^2/n^3$ at $\lambda=l$. This proves (d). The new information is how the energy moves with $\lambda$ at fixed $n_r$, whereas (1) uses the energy at one value of $l$.

For the antimony state, numerical diagonalization gives $E=-2222.876$ eV at $\lambda=1.99$ and $-2200.758$ eV at $\lambda=2.01$. The slope is $(2222.876-2200.758)/0.02=1105.9$ eV, and $Z^2/n^3=51^2/64$ hartree is also $1105.9$ eV. Then
$$\langle r^{-2}\rangle=\frac{1105.9}{2.5\times27.211\times0.529177^2}\ \text{Å}^{-2}=58.05\ \text{Å}^{-2}.$$
The centrifugal energy $\frac12l(l+1)M_{-2}$ is $\frac{3}{2.5}$ times the slope, $1327$ eV, in a state with $E=-2212$ eV.

The form of (d) shows the obstruction a second way. The coefficients of (1) contain $n$ and $l$ only through $n^2$ and $(2l+1)^2$, so a formula obtained from $M_0=1$ by solving these equations for a set of values of $s$ that does not depend on $l$ is a rational function unchanged by $n\to-n$ and by $l\to-l-1$. The expression $Z^2/[n^3(l+\frac12)]$ changes sign under each. Two rational functions that agree on all integer pairs $n>l$ are identical, since a polynomial with infinitely many roots in $n$ for infinitely many $l$ vanishes, so no such formula can reproduce $M_{-2}$.

The ratio $M_{-1}^2/M_{-2}=(l+\frac12)/n$ is the $2.5/4=0.625$ of the example. It is below one for every state and tends to one for $l=n-1$ at large $n$, where the relative spread of $1/r$ vanishes.

## Descent and end of the lower chain

For $l\ge1$, force balance gives
$$M_{-3}=\frac{Z^3}{n^3\,l\,(l+\frac12)(l+1)} .$$
At $s=-2$ the third coefficient is $-\frac12[(2l+1)^2-4]=-2(l-\frac12)(l+\frac32)$, so
$$2\left(l-\tfrac12\right)\left(l+\tfrac32\right)M_{-4}=3ZM_{-3}-\kappa^2M_{-2}=Z^2M_{-2}\,\frac{3n^2-L}{n^2L},$$
$$M_{-4}=\frac{Z^4\,[3n^2-l(l+1)]}{2n^5\,(l-\frac12)\,l\,(l+\frac12)(l+1)(l+\frac32)} .$$
The descent stops at $s=-2l$, which yields $M_{-2l-2}$.

At $s=-2l-1$ the term in $r^{s-2}$ is absent from the integrand (2), so the divergent $M_{-2l-3}$ never appears, but the boundary term (3) survives: $W(0)=\frac12(-2l-1)(-4l-2)c^2=(2l+1)^2c^2$. With $s+1=-2l$ and $-(2s+1)=4l+1$,
$$-2l\,\kappa^2M_{-2l-1}+(4l+1)Z\,M_{-2l-2}=\tfrac12(2l+1)^2c^2.\tag5$$
Setting the right side to zero, as (1) would, is false because $c\ne0$. Equation (5) adds one relation and one unknown, so it does not close the system. If $c^2$ is taken from the normalized wave function, it becomes a seed: the left side is a fixed multiple of $M_{-2}$, nonzero because the right side is positive. For 4d,
$$-\frac4{16}\cdot\frac x{64}+9\cdot\frac{13x}{1152}=\frac{25x}{256}=\frac{25}2c^2,$$
so $x=128c^2=\frac1{160}$ again.

For $l=0$, equation (5) is the case $s=-1$ and reads $ZM_{-2}=c^2/2$. It replaces force balance, in which $l(l+1)M_{-3}$ would be zero times a divergent integral. With (d) it gives $c^2=4Z^3/n^3$. The ground state $u=2Z^{3/2}re^{-Zr}$ confirms both: $c^2=4Z^3$ and $M_{-2}=4Z^3\int_0^\infty e^{-2Zr}dr=2Z^2$.

The numerical check below tests the identity (2) symbolically, the one-dimensional null space and the three kinds of seed against exact integrals for six states with $l=0$ to $3$, and the Hellmann–Feynman relation, to $10^{-6}$ of its value, by grid diagonalization at integer and non-integer $\lambda$.

## Calculated quantities

```
Bohr radius = 0.529177 A, hartree = 27.21139 eV
Sb50+ 4d: Z = 51, n = 4, l = 2, n_r = 1
(Z alpha/n)^2 = 0.00866 (dimensionless)
a0/Z = 0.0103760 A
kappa = Z/(n a0) = 24.0940 A^-1
E (grid) = -2211.775 eV
E(lambda = 1.99) (grid) = -2222.8760 eV
E(lambda = 2.01) (grid) = -2200.7579 eV
dE/dlambda (finite difference) = 1105.8877 eV
Z^2/n^3 hartree = 1105.8877 eV
<r^-2> from dE/dlambda = 58.0521 A^-2
<r^2> = 504 (a0/Z)^2
<r^1> = 21 (a0/Z)^1
<r^-1> = 1/16 (a0/Z)^-1
<r^-2> = 1/160 (a0/Z)^-2
<r^-3> = 1/960 (a0/Z)^-3
<r^-4> = 1/3840 (a0/Z)^-4
<r^-5> = 1/10240 (a0/Z)^-5
<r^-6> = 13/184320 (a0/Z)^-6
<r^2> recursion = 5.426158e-02 A^2, quadrature = 5.426158e-02 A^2
<r^1> recursion = 2.178965e-01 A^1, quadrature = 2.178965e-01 A^1
<r^-1> recursion = 6.023502e+00 A^-1, quadrature = 6.023502e+00 A^-1
<r^-2> recursion = 5.805212e+01 A^-2, quadrature = 5.805212e+01 A^-2
<r^-3> recursion = 9.324722e+02 A^-3, quadrature = 9.324722e+02 A^-3
<r^-4> recursion = 2.246699e+04 A^-4, quadrature = 2.246699e+04 A^-4
<r^-5> recursion = 8.119799e+05 A^-5, quadrature = 8.119799e+05 A^-5
<r^-6> recursion = 5.651779e+07 A^-6, quadrature = 5.651779e+07 A^-6
mean Coulomb force Z<r^-2> = 4.263243e+04 eV/A
mean centrifugal force l(l+1)<r^-3> = 4.263243e+04 eV/A
centrifugal energy l(l+1)<r^-2>/2 = 1327.065 eV
c^2 (explicit u) = 1/20480 (Z/a0)^7 = 3.770972e+09 A^-7
end relation, moment side = 4.713715e+10 A^-7
end relation, (2l+1)^2 c^2/2 = 4.713715e+10 A^-7
false seed <1/r>^2: <r^-2> = 3.628258e+01 A^-2, ratio to true = 0.6250
false seed <1/r>^2: <r^-3> = 5.827951e+02 A^-3, ratio to true = 0.6250
false seed <1/r>^2: <r^-4> = 1.404187e+04 A^-4, ratio to true = 0.6250
false seed <1/r>^2: <r^-5> = 5.074874e+05 A^-5, ratio to true = 0.6250
false seed <1/r>^2: <r^-6> = 3.532362e+07 A^-6, ratio to true = 0.6250
largest Kramers residual of the false chain = 0 (a.u.)
```
